\section*{Why Vicinal Surfaces Roughen Far Below Their Parent Facets}

\section{The wrong energy scale}

Suppose that one judges the stability of every smooth crystal face by the cost of making a new step. For a copper-like model with a step energy of $0.13$ eV per atom, this rule keeps all faces smooth up to about $1700$ K. Yet in the same model the stepped face (115) loses its regular step array near $370$ K. Its steps already exist, so disorder needs no new ones. Existing steps need only wander, which costs kinks and some extra repulsion between neighbours.

A displaced segment still costs an energy proportional to its length, but the energy per length is small. With such a repulsion, a vicinal face can have a smooth phase and a roughening temperature $T_R$ of its own. The sections below isolate what kinks, repulsion, lattice pinning and fluctuations each contribute to $T_R$.

\section{One field, two lateral energies}

Let $i$ number the columns across the surface and $j$ the atomic rows along a step. On the facet, the integer $u_{ij}$ is the height in layers. In the nearest-neighbour solid-on-solid model, which has no overhangs,
\begin{equation}
E_{\rm facet}=\varepsilon\sum_{ij}\left(|u_{i,j+1}-u_{ij}|+|u_{i+1,j}-u_{ij}|\right).
\end{equation}
On the vicinal face, $i$ numbers the steps and $u_{ij}$ is the displacement of step $i$ from its regular position, in atomic rows of spacing $a$. The mean step spacing is $\ell=pa$. With $m=u_{i+1,j}-u_{ij}$,
\begin{equation}
E_{\rm vic}=\varepsilon\sum_{ij}|u_{i,j+1}-u_{ij}|+\sum_{ij}V(m),\qquad V(m)=\frac{A'}{(p+m)^2},\quad m>-p .
\end{equation}
The first term is the kink energy. The second is a repulsion $A/\ell^2$ per unit length between neighbouring steps. If atoms along the step are also spaced by $a$, the energy per row is $aA/(pa)^2$, so $A'=A/a$.

The two models differ in the lateral term alone. Raise $u$ by one on $L$ successive rows of one column. On the facet this makes an island with $2L$ side bonds and two end bonds:
\begin{equation}
\Delta E_{\rm facet}=(2L+2)\varepsilon .
\end{equation}
On the vicinal face it makes two kinks and changes the distance to both neighbours:
\begin{equation}
\Delta E_{\rm vic}=2\varepsilon+L\,[V(1)+V(-1)-2V(0)]\approx 2\varepsilon+LW,\qquad W=V''(0)=\frac{6A'}{p^4}.
\end{equation}
The linear terms of $V$ cancel between the two neighbours. They cancel in general, because the sum of all $m$ across the surface is fixed by the mean orientation. To second order the lateral energy is thus $\tfrac12Wm^2$ per row, with $W\ll\varepsilon$.

\section{The kink contribution}

Take one free step and let $k$ be its displacement between successive rows. With $w=e^{-\varepsilon/kT}$ the weight of $k$ is $w^{|k|}$. (In $kT$, $k$ is Boltzmann's constant.) The geometric sums are
\begin{equation}
\sum_k w^{|k|}=\frac{1+w}{1-w},\qquad \sum_k k^2w^{|k|}=\frac{2w(1+w)}{(1-w)^3}.
\end{equation}
Their ratio is the mean square displacement per row,
\begin{equation}
\sigma^2=\frac{2w}{(1-w)^2}=\frac{1}{2\sinh^2(\varepsilon/2kT)}\approx 2e^{-\varepsilon/kT}\quad(w\ll1).
\end{equation}
Over many rows the displacement is Gaussian with variance $\sigma^2$ per row. This is the statistics of an elastic line with energy $(kT/2\sigma^2)(\partial_ju)^2$ per row. Few kinks mean a stiff line, and on cooling this stiffness grows exponentially.

\section{The repulsion and the lattice}

On long scales the two contributions give
\begin{equation}
\frac{F}{kT}=\frac12\int di\,dj\left[S(\partial_ju)^2+G(\partial_iu)^2\right],\qquad S=\frac1{\sigma^2},\quad G=\frac{W}{kT}.
\end{equation}
Each Fourier mode has mean square amplitude $1/(Sq_j^2+Gq_i^2)$. For two steps $r$ places apart,
\begin{align}
\langle(u_r-u_0)^2\rangle
&=\int\frac{dq_i\,dq_j}{(2\pi)^2}\,\frac{2(1-\cos q_ir)}{Sq_j^2+Gq_i^2}\\
&=\int\frac{dq_i}{2\pi}\,\frac{1-\cos q_ir}{\sqrt{SG}\,|q_i|}
\simeq\frac{\ln r}{\pi\sqrt{SG}}+\text{const}.
\end{align}
The second line uses $\int dq_j/[2\pi(Sq_j^2+Gq_i^2)]=1/(2\sqrt{SG}|q_i|)$. The logarithm comes from wave numbers between $1/r$ and the lattice cutoff. Without pinning the array is therefore rough: its fluctuations grow without bound.

The atomic rows oppose this. Since $u$ is an integer, the continuum energy must contain a term that is periodic in $u$, of leading form $-y\cos2\pi u$. For Gaussian fluctuations,
\begin{equation}
\langle\cos2\pi u_0\cos2\pi u_r\rangle\simeq\tfrac12 e^{-\frac12(2\pi)^2\langle(u_r-u_0)^2\rangle}\propto r^{-2K},
\end{equation}
\begin{equation}
K=\frac{\pi}{\sqrt{SG}}=\pi\sqrt{\frac{kT\sigma^2}{W}} .
\end{equation}
Averaged over the fluctuations of wavelength up to $b$, the cosine thus shrinks as $b^{-K}$, while the area of a block of linear size $b$ grows as $b^2$. The pinning per block changes as $b^{2-K}$, or
\begin{equation}
\frac{dy}{d\ln b}=(2-K)\,y. \label{flowy}
\end{equation}
For $K>2$ weak pinning fades on large scales and the face is rough. For $K<2$ it grows, holds the steps near their rows, and the face is smooth. At $K=2$,
\begin{equation}
\frac{W}{kT_R\,\sigma^2}=\frac{\pi^2}{4}\quad\Longrightarrow\quad \frac{W}{kT_R}\,e^{\varepsilon/kT_R}=C,\qquad C_{\rm bare}=\frac{\pi^2}{2}=4.93 , \label{TR}
\end{equation}
where the second form uses $\sigma^2\approx2w$.

\section{What fluctuations do to the constant}

Equation~\eqref{TR} uses the stiffnesses of a free step and of a rigid pair. The condition $K=2$ properly refers to the stiffnesses on large scales, which the integer nature of $u$ has already changed.

At low temperature these can be computed from a chain of $N$ steps closed into a ring. The statistical weight for advancing one row is nearly unity. To first order in $w$ and $W/kT$ it is $1-wH$, with
\begin{equation}
H=\frac U2\sum_i m_i^2-\sum_i\left(\text{moves }u_i\to u_i\pm1\right),\qquad U=\frac{W}{kT\,w}.
\end{equation}
The lowest eigenvalue $E$ of $H$ is the free energy per row in units of $kTw$. Two responses are needed.

First, force $\sum_im_i=M$. An elastic ring shares this equally and costs $\tfrac12U_RM^2/N$, so $U_R=2N[E(M{=}1)-E(0)]$. Second, give each forward move a phase $e^{i\phi/N}$ and each backward move the opposite phase. This generates the statistics of the mean displacement of the $N$ steps, whose variance per row is $\rho w/N$. Hence $E(\phi)-E(0)=\rho\phi^2/2N$ for small $\phi$. The size-dependent dimension is
\begin{equation}
K_N=\pi\sqrt{\rho/U_R}.
\end{equation}
The bare values $\rho=2$ and $U_R=U$ return $U=\pi^2/2$ at $K=2$.

The approach to the transition follows from \eqref{flowy} and a second relation. Pinning suppresses fluctuations, so it lowers $K$. Shifting $u$ by one half reverses the sign of $y$ without changing the stiffnesses, so the leading effect is of order $y^2$. With $x=K-2$, $Y\propto y$ suitably scaled, and $s=\ln N$,
\begin{equation}
\frac{dx}{ds}=-Y^2,\qquad \frac{dY}{ds}=-xY,\qquad \frac{d(x^2-Y^2)}{ds}=-2xY^2+2xY^2=0 .
\end{equation}
The trajectory that just reaches $x=Y=0$ has $x=Y$. On it $dx/ds=-x^2$, so
\begin{equation}
\frac1{K_{N_2}-2}-\frac1{K_{N_1}-2}=\ln\frac{N_2}{N_1}. \label{critical}
\end{equation}
A slower fall lets $K$ settle above 2; a faster fall carries it below.

The eigenvalues were found numerically for rings of 4, 6 and 8 steps, with $|m|\le2$. At $U=1.8$, $K_6=2.597$ and $K_8=2.583$. The left side of \eqref{critical} is then $0.04$, far less than $\ln(8/6)=0.29$, which indicates a rough face. At $U=2.4$, $K_6=2.097$ and $K_8=2.063$. Both exceed 2, but the left side is above $5$, far more than $0.29$, which indicates that $K$ falls below 2 in larger arrays and the face is smooth. After interpolation in $U$, \eqref{critical} holds at $U=2.13$ for sizes 4 and 6 and at $2.15$ for sizes 6 and 8. I take $C\approx2.15$. This is an extrapolation from small rings, and the small drift does not bound its error. The limit on $|m|$ matters slightly too: allowing larger $|m|$ raises the value for sizes 4 and 6 from $2.13$ to $2.19$, which would lower $T_R$ of (115) by about 2 K. A different criterion locates the transition where $E(M{=}2)$ crosses the lowest level at $\phi=\pi$; for an elastic ring, $4U_R/2N=\rho\pi^2/2N$ is just $K=2$. With larger $|m|$ allowed, this level crossing gives $2.20$ and $2.23$ for 4 and 6 steps and about $2.25$ on extrapolation. Thus $C\approx2.15$ is probably low by up to $0.1$, and $T_R$ of (115) below is high by up to about 3 K.

Fluctuations thus lower $C$ by a factor of 2.2 to 2.3 and \emph{raise} $T_R$ above the bare estimate: they reduce $\rho/U_R$ below its bare value $2/U$, so that $K$ reaches 2 at a smaller $U$.

The energy $f=E(M{=}1)-E(0)$ shows the two phases directly. It belongs to a line across which the step displacement changes by one row, and this line is the vicinal face's own elementary step. At $U=1.2$, $f$ falls from $0.173$ to $0.087$ when $N$ doubles from 4 to 8: the distortion spreads out and its cost goes as $1/N$. (The limit $|m|\le2$ makes both values about 15\% too large, but hardly affects their ratio.) At $U=8$ it changes only from $2.23$ to $2.15$: the line stays narrow and keeps a finite cost. Well-separated lines then cost an energy proportional to $|M|$. The surface free energy has a cusp at this orientation, so the equilibrium crystal shape has a small facet there. The cusp is lost at $T_R$.

\section{The facet on the same footing}

A step on the facet costs $\varepsilon$ per row but gains entropy from its kinks. Its partition function per row is $w(1+w)/(1-w)$, so
\begin{equation}
f_{\rm step}=\varepsilon-kT\ln\frac{1+w}{1-w}.
\end{equation}
This vanishes when $w(1+w)=1-w$, that is $w^2+2w-1=0$, with positive root $w=\sqrt2-1$. Hence
\begin{equation}
kT_{\rm facet}\approx\frac{\varepsilon}{\ln(1+\sqrt2)}=1.13\,\varepsilon .
\end{equation}
The estimate treats one step on an otherwise perfect terrace. A ring of four columns of the full facet model, treated by its transfer matrix with height differences up to 4, has $K_4=2$ at $kT=1.15\,\varepsilon$. The closeness of these two rough estimates does not measure their error. Both lie low: at the transition $K_N$ of a small ring still exceeds 2, and the level crossing on rings of 3 and 4 columns gives $kT\approx1.24\,\varepsilon$. All three place facet roughening at $kT$ of order $\varepsilon$.

\section{The limit without energetic repulsion}

If $A=0$, steps repel only because they may not cross. At low temperature and integer $p$, their chain is a set of hopping particles, no two on one row. Particles on a line cannot change order, so the ground state has the energy of free fermions with levels $-2\cos q$ filled for $|q|<\pi/p$. Per step,
\begin{equation}
e(p)=-\frac{p}{2\pi}\int_{-\pi/p}^{\pi/p}2\cos q\,dq=-\frac{2p}{\pi}\sin\frac\pi p .
\end{equation}
Differentiating twice, the cosine terms cancel:
\begin{equation}
e'=-\frac2\pi\left(\sin\frac\pi p-\frac\pi p\cos\frac\pi p\right),\qquad
e''=\frac{2\pi}{p^3}\sin\frac\pi p .
\end{equation}
This $e''$ plays the part of $U_R$. The phase shifts every $q$ by $\phi/N$ and multiplies the total energy $Ne$ by $\cos(\phi/N)$. Therefore $E(\phi)-E(0)=-e\phi^2/2N$, so $\rho=-e$, and
\begin{equation}
K=\pi\sqrt{\frac{-e}{e''}}=\pi\sqrt{\frac{p^4}{\pi^2}}=p^2 .
\end{equation}
For $p\ge2$ this is at least 4, and it does not depend on $T$ in this low-temperature limit. With entropic repulsion alone these faces therefore stay rough however far they are cooled above $T=0$. In this model their smooth phase needs the energetic repulsion, however weak.

\section{Weighing kinks against repulsion}

The logarithm of \eqref{TR} is $\ln W-\ln kT_R+\varepsilon/kT_R=\ln C$. Vary $W$ and $\varepsilon$ and write $X=\varepsilon/kT_R$:
\begin{equation}
\frac{dW}{W}+X\frac{d\varepsilon}{\varepsilon}=(1+X)\frac{dT_R}{T_R}
\;\Longrightarrow\;
\frac{dT_R}{T_R}=\frac{1}{1+X}\frac{dW}{W}+\frac{X}{1+X}\frac{d\varepsilon}{\varepsilon}.
\end{equation}
Since $X>1$ in the low-temperature regime, the kink energy has the larger say. The repulsion enters through a logarithm, $kT_R=\varepsilon/\ln(CkT_R/W)$. That logarithm is what brings $T_R$ well below $\varepsilon/k$ when $W\ll\varepsilon$.

\section{Stepped copper faces}

The faces $(11n)$ of an fcc crystal with cubic cell $a_0$ consist of (001) terraces. Their tilt has tangent $\sqrt2/n$, the layer height is $a_0/2$ and the row spacing is $a=a_0/\sqrt2$. The step spacing projected on the terrace plane is thus $(a_0/2)(n/\sqrt2)=na/2$, so $p=n/2$. This projected spacing is the $\ell$ used below; along the (115) face the distance is $0.66$ nm rather than $0.64$ nm. As illustrative inputs for a copper-like surface, take $\varepsilon=0.13$ eV, $A=2$ meV\,nm and $a=0.255$ nm; $A$ in particular could differ severalfold for real copper. Then $A'=2/0.255=7.84$ meV, and for (115)
\begin{equation}
W=\frac{6\times7.84\ \text{meV}}{2.5^4}=1.20\ \text{meV}.
\end{equation}
Solving $W/(kT_R\sigma^2)=C/2$ numerically with the full $\sigma^2$ gives
\begin{center}
\begin{tabular}{ccccc}
face & $\ell$ (nm) & $W$ (meV) & $T_R$ (K) & $T_R$, bare $C$ (K)\\
(115) & 0.64 & 1.20 & 370 & 318\\
(117) & 0.89 & 0.314 & 292 & 257\\
(119) & 1.15 & 0.115 & 251 & 224\\
(1\,1\,11) & 1.40 & 0.051 & 225 & 203\\
(1\,1\,13) & 1.66 & 0.026 & 207 & 188
\end{tabular}
\end{center}
The facet estimate is $1.13\,\varepsilon/k\approx1700$ K, so (115) roughens at 0.22 of it and (1\,1\,13) at 0.12. With $1.24\,\varepsilon/k\approx1870$ K the ratios are 0.20 and 0.11. From the first row to the last, $W$ falls by a factor of 46 but $T_R$ by only 1.8.

For (115), $kT_R=31.9$ meV and $X=130/31.9=4.1$. A small relative change of $\varepsilon$ thus acts on $T_R$ with a weight of about $0.8$, and one of $W$ with about $0.2$. At this temperature a facet step still has a free energy of $129$ meV per atom, against $130$ meV at $T=0$. A displaced segment of ten rows costs $22\varepsilon=2.86$ eV on the facet. On (115) it costs $0.276$ eV, of which $0.260$ eV is the two kinks and $0.016$ eV the repulsion. (This uses the full $V$; the parabola would give $LW=0.012$ eV, since one row is not a small part of a spacing of $2.5$ rows.)

Three omissions can be sized for (115).
\begin{itemize}
\item The true $V(m)$ is not parabolic, and steps may not cross. On a four-step lattice strip with $|m|\le3$, the full $V$ gives at $405$ K the same $K_4$ as the parabola gives at $370$ K. The size of this shift depends on the criterion: the level crossing on rings of 4 and 6 steps gives about $398$ K, against about $368$ K for the parabola.
\item Steps may repel beyond nearest neighbours. A uniform change $m$ of all spacings moves $j$th neighbours by $jm$, so they add $j^2\,6A'/(jp)^4=W/j^2$ to the stiffness. The sum is $1.645\,W$. With $C$ unchanged this raises $T_R$ to $408$ K. That is an upper estimate, because the more distant repulsion stiffens short-wavelength distortions by a smaller factor.
\item The step model leaves out adatoms on the terraces. In the facet model one adatom costs $4\varepsilon$ (the case $L=1$ above). Its weight $e^{-4\varepsilon/kT}$ is about $10^{-7}$ per site, which is negligible here.
\end{itemize}
Each of the first two shifts is estimated at no more than about 10\% of $T_R$; by the level crossing on rings of 4 and 6 steps, the further neighbours alone give about $390$ K, and both effects together give $420$ to $425$ K, a rise of about 15\%.

For real copper, the measured roughening of (115) lies very roughly near $400$ K. Since the inputs are themselves rough, the model's similar value is no precise test. Copper melts at roughly $1400$ K, below the model's facet estimate, so if that estimate held, the (001) facet would melt before it roughened. The least certain input is $A$: with a repulsion ten times weaker and all else fixed, $T_R$ of (115) drops to $253$ K. Real surfaces may also break the assumption of equilibrium. If kinks move too slowly during an experiment at the lower temperatures of the table, the step array keeps the order or disorder it had when motion froze, and $T_R$ is not seen.
